# A Straight Square-Root Tauc Plot Does Not Prove an Indirect Gap: test program

```python
"""
Result under test: without crystal-momentum conservation, parabolic band edges
and a constant momentum matrix element give
    alpha * E = B * (E - Eg)^2,
    B = alpha_fs P^2 Omega (mc mv)^(3/2) / (2 pi n m0^2 hbar^4),
so a straight plot of sqrt(alpha*E) does not prove an indirect gap.
alpha: absorption coefficient; E: photon energy; Eg: gap; n: refractive index;
P^2: squared momentum matrix element of one k-conserving pair, one polarization;
Omega: cell volume; mc, mv: density-of-states masses; alpha_fs: fine-structure
constant. Energies are in eV unless a name or comment says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import eigh

rng = np.random.default_rng(7)
eV, hbar, m0 = const.e, const.hbar, const.m_e
kB = const.k / const.e

# Chosen round parameters, rough regime of hydrogenated amorphous silicon
gap = 1.7
mass_c = mass_v = 1.2             # units of m0
kane_energy = 20.0                # 2 P^2 / m0
cell_volume = 40e-30              # m^3
oscillator, static_strength = 4.0, 10.5
tail_v, tail_c = 0.050, 0.025     # exponential band-tail energies
band_width = 6.0
phonon = 0.050
energies = np.linspace(2.0, 2.5, 26)
centre = energies.mean()


def index(E):
    """Single-oscillator refractive index."""
    return np.sqrt(1 + static_strength * oscillator**2 / (oscillator**2 - E**2))


n_const = index(centre)


def band_dos(e, tail=0.0, width=np.inf):
    """Square-root edge, optional exponential tail and finite band width."""
    g = np.sqrt(np.maximum(e, 0))
    if tail > 0:
        join = tail / 2           # value and slope match here
        g = np.where(e > join, g,
                     np.sqrt(join) * np.exp(np.minimum(e - join, 0) / tail))
    return g * np.sqrt(np.maximum(1 - e / width, 0))


def joint(delta, tv=0.0, tc=0.0, width=np.inf):
    """Convolution of the two band edges at photon energy gap + delta."""
    e = np.linspace(-1.2, delta + 1.2, 12001)
    return trapezoid(band_dos(e, tv, width) * band_dos(delta - e, tc, width), e)


def line_fit(E, y):
    slope, offset = np.polyfit(E, y, 1)
    r2 = 1 - np.sum((y - slope * E - offset)**2) / np.sum((y - y.mean())**2)
    return -offset / slope, slope, r2


# 1. Absorption from the golden rule with quadrature, against the closed form
P2 = kane_energy * eV * m0 / 2
B_SI = (const.fine_structure * P2 * cell_volume * (mass_c * mass_v)**1.5 * m0**3
        / (2 * np.pi * n_const * m0**2 * hbar**4))
B = B_SI * eV / 100               # 1/(cm eV)


def alpha_golden(E):
    """Absorption coefficient in 1/cm from the double sum over states."""
    def dos_factor(m):
        return (2 * m * m0 / hbar**2)**1.5 / (4 * np.pi**2)
    overlap = quad(lambda x: np.sqrt(x * (E - gap - x)), 0, E - gap)[0] * eV**2
    pairs = dos_factor(mass_c) * dos_factor(mass_v) * overlap
    omega = E * eV / hbar
    eps2 = (np.pi * const.e**2 / (const.epsilon_0 * m0**2 * omega**2)
            * 2 * P2 * cell_volume * pairs)
    return omega * eps2 / (n_const * const.c) / 100


alpha = np.array([alpha_golden(E) for E in energies])
assert np.allclose(alpha * energies, B * (energies - gap)**2, rtol=1e-6)
film = line_fit(energies, np.sqrt(alpha * energies))
assert abs(film[0] - gap) < 1e-5

# 2. One set of direct-gap parabolic levels, two kinds of overlap
axis = np.arange(-9, 10)
kx, ky, kz = np.meshgrid(axis + 0.21, axis + 0.37, axis + 0.13, indexing="ij")
q2 = (kx**2 + ky**2 + kz**2).ravel()
q2 = q2[q2 < 49]
n_levels = len(q2)
heavy = 1.5                       # hole-to-electron mass ratio
pair_energy = q2[:, None] + q2[None, :] / heavy
random_overlap = np.linalg.qr(rng.normal(size=(n_levels, n_levels)))[0]**2
cuts = (15.0, 30.0)
strength_k = [np.sum(q2 * (1 + 1 / heavy) < cut) for cut in cuts]
strength_r = [random_overlap[pair_energy < cut].sum() for cut in cuts]
power_k = np.log2(strength_k[1] / strength_k[0])
power_r = np.log2(strength_r[1] / strength_r[0])
# tolerances allow for the discreteness of the k grid
assert abs(power_k - 1.5) < 0.2 and abs(power_r - 3) < 0.2
predicted = np.pi**3 / 6 * heavy**1.5 * cuts[1]**3 / n_levels
assert abs(strength_r[1] / predicted - 1) < 0.06

# 3. Does disorder really remove k selectivity? Two bands on a cubic lattice,
#    independent site disorder, local optical transition on each site.
side = 8
ring = np.roll(np.eye(side), 1, axis=0)
ring = ring + ring.T
one = np.eye(side)
hopping = (np.kron(np.kron(ring, one), one) + np.kron(np.kron(one, ring), one)
           + np.kron(np.kron(one, one), ring))
sites, edge_states = side**3, 57


def selectivity(disorder, samples=12):
    """Mean squared overlap of edge states, times sites; 1 means no selection."""
    total = 0.0
    for _ in range(samples):
        c, v = [eigh(-hopping + np.diag(disorder * (rng.random(sites) - 0.5)),
                     subset_by_index=[0, edge_states - 1])[1] for _ in range(2)]
        total += sites * np.mean((c.T @ v)**2)
    return total / samples


disorders = (2.0, 8.0, 40.0)      # full width of site energies / hopping
select = [selectivity(W) for W in disorders]
assert select[0] > select[1] > select[2]
assert select[0] > 5 and 0.6 < select[2] < 1.7   # few localized coincidences


# 4. Indirect crystal with one phonon: absorption and emission branches
def crystal(T):
    N = 1 / np.expm1(phonon / (kB * T))
    y2 = np.array([N * joint(E - gap + phonon) + (N + 1) * joint(E - gap - phonon)
                   for E in energies])
    return line_fit(energies, np.sqrt(y2))


warm, cold = crystal(300.0), crystal(77.0)
intercept_formula = gap + phonon * np.tanh(phonon / (2 * kB * 300))
strength_ratio = (warm[1] / cold[1])**2
ratio_formula = np.tanh(phonon / (2 * kB * 77)) / np.tanh(phonon / (2 * kB * 300))
assert warm[2] > 0.999 and abs(warm[0] - intercept_formula) < 0.01
assert abs(strength_ratio / ratio_formula - 1) < 0.02

# 5. Direct crystal in the same plot, and the film in the direct-gap plot
direct = line_fit(energies, (energies - gap)**0.25)
film_direct_plot = line_fit(energies, (alpha * energies)**2)
assert direct[2] > 0.98 and abs(direct[0] - gap) > 1

# 6. Neglected effects: what each does to the fitted gap
bare = np.array([joint(E - gap) for E in energies])


def effect(y2):
    return line_fit(energies, np.sqrt(y2))


tails = effect(np.array([joint(E - gap, tail_v, tail_c) for E in energies]))
dispersion = effect(bare / index(energies))
width = effect(np.array([joint(E - gap, width=band_width) for E in energies]))
dipole = effect(bare * energies**2)
together = effect(np.array([joint(E - gap, tail_v, tail_c, band_width)
                            for E in energies]) / index(energies))


def tangent_shift(log_slope):
    d = centre - gap
    return log_slope * d**2 / (1 + log_slope * d)


h = 1e-4
slope_n = -0.5 * np.log(index(centre + h) / index(centre - h)) / (2 * h)
shift_n, shift_dip = tangent_shift(slope_n), tangent_shift(1 / centre)
# a line fitted over a finite window differs from the tangent at its centre
assert abs(dispersion[0] - gap - shift_n) < 0.012
assert abs(dipole[0] - gap - shift_dip) < 0.012
low = [joint(d, tail_v, tail_c) for d in (-0.31, -0.29)]
urbach = 0.02 / np.log(low[1] / low[0])
assert abs(urbach / tail_v - 1) < 0.03
gap_drift = -0.4e-3               # eV/K, rough chosen value
warming = 50.0
occupation = np.exp(-gap / (2 * kB * 300))

print(f"Gap: {gap:.2f} eV; fit window: {energies[0]:.1f} to {energies[-1]:.1f} eV")
print(f"Masses mc, mv: {mass_c:.1f}, {mass_v:.1f} m0")
print(f"2P^2/m0: {kane_energy:.1f} eV; cell: {cell_volume*1e27:.3f} nm^3")
print(f"Index at {centre:.2f} eV: {n_const:.3f}")
print(f"B: {B:.3e} 1/(cm eV)")
print(f"sqrt(B): {np.sqrt(B):.1f} (cm eV)^(-1/2)")
for i in (0, 10, 25):
    print(f"Film alpha at {energies[i]:.1f} eV: {alpha[i]:.3e} 1/cm")
print(f"Film sqrt plot: intercept {film[0]:.4f} eV, R2 {film[2]:.6f}")
print(f"Film squared plot: intercept {film_direct_plot[0]:.3f} eV, "
      f"R2 {film_direct_plot[2]:.4f}")
print(f"Levels in overlap test: {n_levels}")
print(f"Integrated-strength power, k conserved: {power_k:.3f}")
print(f"Integrated-strength power, random overlap: {power_r:.3f}")
print(f"Random-overlap strength, sum/formula: {strength_r[1]/predicted:.4f}")
print(f"Lattice sites: {sites}; edge states per band: {edge_states}")
for W, s in zip(disorders, select):
    print(f"Disorder/hopping {W:.0f}: k selectivity {s:.2f} (1 = none)")
print(f"Phonon energy: {phonon*1e3:.0f} meV")
print(f"Indirect crystal 300 K: intercept {warm[0]:.4f} eV, R2 {warm[2]:.6f}")
print(f"Intercept formula 300 K: {intercept_formula:.4f} eV")
print(f"Indirect crystal 77 K: intercept {cold[0]:.4f} eV, R2 {cold[2]:.6f}")
print(f"Squared-slope ratio 300 K/77 K: {strength_ratio:.4f}")
print(f"Ratio from 2N+1: {ratio_formula:.4f}")
print(f"Direct crystal sqrt plot: intercept {direct[0]:.3f} eV, R2 {direct[2]:.4f}")
print(f"Tail energies v, c: {tail_v*1e3:.0f}, {tail_c*1e3:.0f} meV")
print(f"Oscillator energy: {oscillator:.1f} eV; strength: {static_strength:.1f}")
print(f"Index at window ends: {index(2.0):.3f}, {index(2.5):.3f}")
print(f"Band width: {band_width:.1f} eV")
for name, fit in (("band tails", tails), ("index dispersion", dispersion),
                  ("finite band width", width), ("constant dipole", dipole),
                  ("tails+index+width", together)):
    print(f"Gap shift, {name}: {(fit[0]-gap)*1e3:.1f} meV, R2 {fit[2]:.5f}")
print(f"Tangent estimate, index: {shift_n*1e3:.1f} meV")
print(f"Tangent estimate, dipole: {shift_dip*1e3:.1f} meV")
print(f"Sub-gap exponential slope energy: {urbach*1e3:.2f} meV")
print(f"Rough gap drift: {gap_drift*1e3:.1f} meV/K; "
      f"over {warming:.0f} K: {gap_drift*warming*1e3:.0f} meV")
print(f"Thermal occupation at band edge, 300 K: {occupation:.1e}")
print("tests ok")
```

It prints:

```
Gap: 1.70 eV; fit window: 2.0 to 2.5 eV
Masses mc, mv: 1.2, 1.2 m0
2P^2/m0: 20.0 eV; cell: 0.040 nm^3
Index at 2.25 eV: 4.045
B: 3.418e+05 1/(cm eV)
sqrt(B): 584.6 (cm eV)^(-1/2)
Film alpha at 2.0 eV: 1.538e+04 1/cm
Film alpha at 2.2 eV: 3.884e+04 1/cm
Film alpha at 2.5 eV: 8.750e+04 1/cm
Film sqrt plot: intercept 1.7000 eV, R2 1.000000
Film squared plot: intercept 2.073 eV, R2 0.8985
Levels in overlap test: 1440
Integrated-strength power, k conserved: 1.481
Integrated-strength power, random overlap: 3.001
Random-overlap strength, sum/formula: 0.9997
Lattice sites: 512; edge states per band: 57
Disorder/hopping 2: k selectivity 8.16 (1 = none)
Disorder/hopping 8: k selectivity 3.88 (1 = none)
Disorder/hopping 40: k selectivity 1.18 (1 = none)
Phonon energy: 50 meV
Indirect crystal 300 K: intercept 1.7349 eV, R2 0.999999
Intercept formula 300 K: 1.7374 eV
Indirect crystal 77 K: intercept 1.7499 eV, R2 1.000000
Squared-slope ratio 300 K/77 K: 1.3299
Ratio from 2N+1: 1.3365
Direct crystal sqrt plot: intercept 0.134 eV, R2 0.9907
Tail energies v, c: 50, 25 meV
Oscillator energy: 4.0 eV; strength: 10.5
Index at window ends: 3.873, 4.270
Band width: 6.0 eV
Gap shift, band tails: -20.3 meV, R2 0.99999
Gap shift, index dispersion: -29.1 meV, R2 0.99972
Gap shift, finite band width: -12.7 meV, R2 0.99996
Gap shift, constant dipole: 100.0 meV, R2 0.99772
Gap shift, tails+index+width: -67.2 meV, R2 0.99957
Tangent estimate, index: -30.9 meV
Tangent estimate, dipole: 108.0 meV
Sub-gap exponential slope energy: 50.01 meV
Rough gap drift: -0.4 meV/K; over 50 K: -20 meV
Thermal occupation at band edge, 300 K: 5.3e-15
tests ok
```
